# Helium ground state in Korobov's exponential basis: integrals and numerical precision, part 2

The problem is the ground state of helium (spin singlet, zero orbital angular momentum) with a point nucleus of charge $Ze$, $Z=2$, and infinite mass. The energy and the contact densities $\langle\delta^3(\mathbf r_1)\rangle$ and $\langle\delta^3(\mathbf r_{12})\rangle$, which enter the leading QED shift, are wanted. Numbers are in multiples of $a_0$ and $E_h$, and $H=T+V$ with

$$H=-\frac{\hbar^2}{2m}\left(\nabla_1^2+\nabla_2^2\right)+\frac{e^2}{4\pi\varepsilon_0}\left(-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac{1}{r_{12}}\right),\qquad \mathbf r_{12}=\mathbf r_1-\mathbf r_2 .$$

The basis functions are

$$f_i=e^{-\alpha_i r_1-\beta_i r_2-\gamma_i r_{12}},\qquad \phi_i=n_i\,(f_i+Pf_i),\qquad \psi=\sum_{i=1}^N c_i\phi_i ,$$

where $P$ swaps the electrons and $n_i$ normalizes $\phi_i$ to one. The coefficients obey $Hc=ESc$, with $H_{ij}=\langle\phi_i|H|\phi_j\rangle$ and $S_{ij}=\langle\phi_i|\phi_j\rangle$.

Korobov's rule sets the exponents (printed as a, b, g):

$$\alpha_i=A_1+(A_2-A_1)\,\mathrm{frac}(\nu_i\sqrt2),\qquad \nu_i=\tfrac12 i(i+1),$$

and likewise $\beta_i$ from $\sqrt3$ and $\gamma_i$ from $\sqrt5$. The box is $\alpha\in[1,3]$, $\beta\in[1,4]$, $\gamma\in[-0.25,1]$, all in $a_0^{-1}$.

Matrix elements come from the closed forms

$$\Gamma_{lmn}\equiv\frac{1}{16\pi^2}\int d^3r_1d^3r_2\;r_1^{l-1}r_2^{m-1}r_{12}^{n-1}e^{-\alpha r_1-\beta r_2-\gamma r_{12}}=(-\partial_\alpha)^l(-\partial_\beta)^m(-\partial_\gamma)^n\frac{1}{uvw},$$

with $u=\alpha+\beta$, $v=\beta+\gamma$, $w=\gamma+\alpha$. The overlap formula is $\langle f|f'\rangle=\Gamma_{111}$, taken at the summed exponents of $f$ and $f'$, with the common factor $16\pi^2$ dropped.

A symmetric matrix factorized as $LDL^{\mathsf T}$ is positive definite exactly when all pivots $d_k$ are positive. The lowest root $E_0$, with vector $c_0$, is found by inverse iteration, $c\to(H-\sigma S)^{-1}Sc$ with $\sigma=-2.92\,E_h$, and then the Rayleigh quotient. For $c=c_0+\eta$,

$$\frac{c^{\mathsf T}Hc}{c^{\mathsf T}Sc}-E_0=\frac{c^{\mathsf T}(H-E_0S)c}{c^{\mathsf T}Sc}=\frac{\eta^{\mathsf T}(H-E_0S)\eta}{c^{\mathsf T}Sc}.$$

The bases are nested. Padding a vector of the smaller basis with zeros shows that neither $E_0$ nor $\lambda_{\min}$, the smallest eigenvalue of $S$, can rise with $N$.

## Fourth failure: the basis is nearly dependent

For two normalized functions with overlap $s$, the matrix $S$ has eigenvalues $1\pm s$. Let $f'=f e^{-hr_1}$, without symmetrization, and let $\langle\cdot\rangle$ be the average over the density $f^2/\!\int\! f^2$. Then $s=\langle e^{-hr_1}\rangle/\langle e^{-2hr_1}\rangle^{1/2}$. The cumulant expansion is $\ln\langle e^{-\tau r_1}\rangle=-\tau\mu+\tfrac12\tau^2\kappa_2-\tfrac16\tau^3\kappa_3+\dots$, with mean $\mu$ and variance $\kappa_2$. Therefore

$$\ln s=\left(-h\mu+\tfrac12h^2\kappa_2-\tfrac16h^3\kappa_3\right)-\tfrac12\left(-2h\mu+2h^2\kappa_2-\tfrac43h^3\kappa_3\right)=-\tfrac12h^2\kappa_2+\tfrac12h^3\kappa_3+\dots$$

and $\lambda_{\min}=1-s=\tfrac12h^2\kappa_2$ at leading order. For exponents $(2.5,\,1.5,\,0.3)\,a_0^{-1}$ and $h=10^{-3}a_0^{-1}$, quadrature gives $\kappa_2=0.102288\,a_0^2$, so the prediction is $\tfrac12\times10^{-6}\times0.102288=5.1144\times10^{-8}$. The overlap formula gives $5.1126\times10^{-8}$, lower by $3.6\times10^{-4}$ of the prediction. The cubic term accounts for this if $\kappa_3/\kappa_2\approx0.36\,a_0$. The closed-form moments of $r_1$ give $\kappa_3/\kappa_2=0.356\,a_0$, and the positive sign suits a distribution with a tail toward large $r_1$.

For $N$ functions in a box of side $h$ about a point $\mathbf t_0$ of exponent space, write $\mathbf t_i=\mathbf t_0+h\boldsymbol\xi_i$ with fixed $\boldsymbol\xi_i$. The function $\phi(\mathbf t)$ is analytic in its exponents, and with a multi-index $\mathbf k=(k_1,k_2,k_3)$ of degree $|\mathbf k|$,

$$\sum_ic_i\phi(\mathbf t_i)=\sum_{\mathbf k}\frac{h^{|\mathbf k|}}{\mathbf k!}\,\mu_{\mathbf k}\,\partial^{\mathbf k}\phi(\mathbf t_0),\qquad \mu_{\mathbf k}=\sum_ic_i\,\boldsymbol\xi_i^{\mathbf k}.$$

There are $\binom{p+3}{3}$ monomials of degree at most $p$ in three variables: 1, 4, 10, 20 for $p=0,1,2,3$. Let $p$ be the smallest degree with $\binom{p+3}{3}\ge N$. The conditions $\mu_{\mathbf k}=0$ for all $|\mathbf k|\le p-1$ are fewer than $N$, so a unit vector $c$ satisfies them. Its function has norm of order $h^p$, and $\lambda_{\min}\le c^{\mathsf T}Sc=O(h^{2p})$. The reverse inequality needs two assumptions. The points must be in general position, meaning that no unit $c$ annihilates all moments up to degree $p$, so that these moments have a length of at least some $\eta_0>0$. The functions $\partial^{\mathbf k}\phi$ must be linearly independent. Apart from a sign and the normalization factor, the leading part of $\partial^{\mathbf k}\phi$ is the monomial $r_1^{k_1}r_2^{k_2}r_{12}^{k_3}$ times $f$, plus the swapped term. The normalization factor also depends on the exponents, but its derivatives add only terms of lower degree, which cannot make the set dependent. The functions are therefore independent when $\alpha_0\ne\beta_0$. Then the terms up to degree $p$ have a norm of at least a constant times $\eta_0h^p$, the remainder is $O(h^{p+1})$, and $\lambda_{\min}\propto h^{2p}$ as $h\to0$. The predicted powers for $N=4,5,10,11$ are $2,4,4,6$. Eigenvalues computed at 90 digits for $h=10^{-6}$ and $10^{-7}\,a_0^{-1}$ around $(2.5,\,1.5,\,0.3)\,a_0^{-1}$ give $2.0000$, $4.0000$, $4.0000$ and $6.0000$. A centre with $\alpha_0=\beta_0$ violates the second assumption: symmetrization makes the $\alpha$ and $\beta$ derivatives equal there, only polynomials symmetric in $r_1,r_2$ survive, and their counts up to degree $p$ are 1, 3, 7, 13 in place of 1, 4, 10, 20. The cancellation then goes to the same or a higher order: higher for $N=4$ and $10$, the same for $N=5$ and $11$.

Near dependence thus does not require two close points. It arises from high-order differences among many moderately spaced points, and no placement can do better than the counting allows; the quasi-random points did no worse than it in the four cluster sizes above. The working box is not small, so the power law does not apply to it quantitatively. The 50-digit results are these, with $\kappa=\lambda_{\max}/\lambda_{\min}$.

| $N$ | $E/E_h$ | $\lambda_{\min}$ | $\kappa$ |
|---|---|---|---|
| 20 | $-2.903622165$ | $4.33\times10^{-8}$ | $4.22\times10^{8}$ |
| 40 | $-2.903723443$ | $7.17\times10^{-12}$ | $5.11\times10^{12}$ |
| 60 | $-2.903724257$ | $4.98\times10^{-15}$ | $1.10\times10^{16}$ |
| 80 | $-2.903724339$ | $1.41\times10^{-16}$ | $5.19\times10^{17}$ |
| 100 | $-2.903724357$ | $5.61\times10^{-18}$ | $1.64\times10^{19}$ |
| 120 | $-2.903724367$ | $5.85\times10^{-19}$ | $1.89\times10^{20}$ |

Twenty more functions cost almost four decades of $\lambda_{\min}$ at the start and one decade at the end. No law for this decrease is derived here for a box of this size. At $N=120$, $\lambda_{\max}=\kappa\lambda_{\min}\approx111$, out of a trace of 120.

## How many digits are lost

A condition number of $10^{20}$ suggests the rule that twenty digits of the energy are lost. That rule merges two separate effects and is right for only one of them.

### The threshold

Round every element to $d$ significant digits. A number with $10^{e}\le|x|<10^{e+1}$ then changes by at most $\tfrac12 10^{e+1-d}$, a relative change of at most $\epsilon=5\times10^{-d}$. Overlaps of normalized functions are below one in magnitude by the Cauchy–Schwarz inequality and the diagonal is exact, so $|\delta S_{ij}|\le\tfrac12 10^{-d}$. For a unit vector, $|x^{\mathsf T}\delta S\,x|\le\tfrac12 10^{-d}(\sum_i|x_i|)^2\le\tfrac12N10^{-d}$, and hence

$$x^{\mathsf T}(S+\delta S)x\ge\lambda_{\min}-\tfrac12N\,10^{-d}.$$

This is Weyl's inequality for the case at hand. At $N=120$ it guarantees positivity when $60\times10^{-d}<5.85\times10^{-19}$, which first holds at $d=21$. The condition is sufficient and not necessary. Factorizing the rounded matrix shows failure for $d=15,16,17$ and success for $d=18$ to $22$, next to $-\log_{10}\lambda_{\min}=18.2$. Failure at $d=15$ and success at $d=22$ are the asserted tests. Failure below the threshold depends on the signs of the rounding errors and is an observation, not a theorem.

Once the rounded overlap $\tilde S$ is indefinite, there are vectors with $x^{\mathsf T}\tilde Sx=0$. Unless the numerator vanishes there too, the Rayleigh quotient passes through infinity and changes sign across such a vector, so it has no lower bound. In the directions where the true $x^{\mathsf T}Sx$ and $x^{\mathsf T}Hx$ are both below the noise, the roots are ratios of rounding errors and may fall below the true ground state. A method that minimizes, or that needs the Cholesky factor of $S$, has then broken down. For this threshold $\log_{10}(1/\lambda_{\min})$ is the right count, and $\log_{10}\kappa=20.3$ is near it.

### The error above the threshold

Let $c^{\mathsf T}Sc=1$ and perturb: $(H+\delta H)(c+\delta c)=(E+\delta E)(S+\delta S)(c+\delta c)$. The first-order terms are $(H-ES)\delta c+(\delta H-E\,\delta S)c=\delta E\,Sc$. Multiplying from the left by $c^{\mathsf T}$ removes the first term, since $c^{\mathsf T}(H-ES)=0$, and leaves

$$\delta E=c^{\mathsf T}(\delta H-E\,\delta S)\,c,\qquad |\delta E|\le\epsilon A,\qquad A=\sum_{ij}|c_i|\left(|H_{ij}|+|E|\,S_{ij}\right)|c_j| .$$

The bound uses $|\delta H_{ij}|\le\epsilon|H_{ij}|$, $|\delta S_{ij}|\le\epsilon S_{ij}$ and the positivity of all $S_{ij}$. In an orthonormal basis the overlap perturbation is $S^{-1/2}\delta S\,S^{-1/2}$, whose norm can reach $\|\delta S\|/\lambda_{\min}$, so the expansion is assured only well above the threshold.

The amplification $A$ depends on the coefficients of the wanted state. Let $S$ have unit eigenvectors $U_k$ and eigenvalues $\lambda_k$, and define $w_k=\sqrt{\lambda_k}\,U_k^{\mathsf T}c$. Then $c^{\mathsf T}Sc=\sum_kw_k^2=1$, so $w_k^2$ is the weight of $\psi$ in the $k$-th orthonormal direction, and

$$|c|^2=\sum_k\frac{w_k^2}{\lambda_k}\le\frac{1}{\lambda_{\min}} .$$

Equality holds for a state lying wholly in the most nearly null direction. For such a state the overlap part of $A$ is $|E|\sum_{ij}|U_i|S_{ij}|U_j|/\lambda_{\min}$, with $U$ the eigenvector of $\lambda_{\min}$. This is at most $|E|\lambda_{\max}/\lambda_{\min}=|E|\kappa$, so the simple rule is recovered as a worst-case bound. At $N=120$ the sum is about 13 against $\lambda_{\max}\approx111$, one digit below the bound. The ground state is far from it. At $N=120$, $|c|^2=3.07\times10^7$ and $|c|^2\lambda_{\min}=3.07\times10^7\times5.85\times10^{-19}=1.8\times10^{-11}$. Keeping a single term of the sum shows that this product is an upper bound on the weight of the ground state in the most nearly null direction. The smallness is computed and tested. It holds for this state in this box; the bound above allows far larger values of $|c|^2$ for other states.

With $A=2.76\times10^9E_h$, the bound on the digits lost is $\log_{10}(A/|E|)=9.0$, against $20.3$ from $\kappa$. In two experiments the matrices were rounded and then solved in 50 digits. For $d=24$ the energy moved by $-1.9342\times10^{-17}E_h$ and for $d=27$ by $-3.1199\times10^{-20}E_h$. In both cases the first-order formula, evaluated with the actual $\delta H$ and $\delta S$, gives the same five figures. The bound for $d=24$ is $5\times10^{-24}\times2.76\times10^9=1.4\times10^{-14}E_h$, about 700 times the actual shift. The bound is attained only if every element takes the relative error $\epsilon$ with the worst sign. Neither condition is met: an overlap of $0.9$, for example, changes by at most $\tfrac12 10^{-d}$, which is only $\epsilon/9$ of itself, and errors of mixed sign partly cancel. Relative to $|E|$ the shift is $6.7\times10^{-18}$, which is $1.3\times10^6$ times $\epsilon$, a loss of about six digits. The loss scatters with $d$: the first-order formula gives between six and a little over seven digits for $d=22$ to $28$, and at $d=25$ the shift is positive, $+2.1\times10^{-17}E_h$, larger in size than at $d=24$. The two shifts differ by a factor of 620 rather than 1000 because rounding at different digits produces different error patterns. Both shifts are negative: rounding can push the energy below the exact value for the basis, and the variational bound holds only up to $\epsilon A$.

### Double precision

Running the same algorithm with unit roundoff $\epsilon_{64}=1.11\times10^{-16}$ (printed as u) gives the following, where $\Delta E$ is the double-precision energy minus the 50-digit one.

| $N$ | $\lvert c\rvert^2$ | $\epsilon_{64}A/E_h$ | $\Delta E/E_h$ | $S>0$ |
|---|---|---|---|---|
| 20 | $1.16\times10^{2}$ | $4.7\times10^{-13}$ | $2.3\times10^{-13}$ | yes |
| 40 | $5.46\times10^{2}$ | $4.5\times10^{-12}$ | $2.6\times10^{-14}$ | yes |
| 60 | $6.02\times10^{3}$ | $4.1\times10^{-11}$ | $-9.3\times10^{-12}$ | yes |
| 80 | $5.02\times10^{6}$ | $1.9\times10^{-8}$ | $4.9\times10^{-9}$ | yes |
| 100 | $3.20\times10^{6}$ | $3.2\times10^{-8}$ | $6.6\times10^{-10}$ | no |
| 120 | $3.07\times10^{7}$ | $3.1\times10^{-7}$ | $-7.1\times10^{-10}$ | no |

The first nonpositive pivot of $S$ appears at $N=84$, between the sizes where $\lambda_{\min}$ is $1.41\times10^{-16}$ and $5.61\times10^{-18}$, the range of sizes in which it crosses $\epsilon_{64}$. The exact size depends on the rounding errors made in the elements and in the factorization: with elements correctly rounded to double precision, an exact factorization first fails at $N=99$, while double-precision factorizations of the same matrix fail near $N=85$. Positivity and $|\Delta E|<50\,\epsilon_{64}A$ are asserted for $N=20$ and $40$, the factor 50 allowing for the several roundings in each element. The other rows are observations. Unlike $\lambda_{\min}$, $|c|^2$ obeys no monotonic law, and it falls between $N=80$ and $100$.

The last two rows show something the threshold argument does not predict: with $S$ already indefinite, the energy is still right to better than $10^{-9}E_h$. Inverse iteration converges to the root nearest $\sigma$ and does not need a positive $S$, so a plausible reading is that no spurious root happened to fall within $0.016\,E_h$ of $\sigma$. This is a conjecture, and nothing guarantees the outcome for another box or a larger $N$. The value at $N=120$ lies below the exact root for that basis and is not an upper bound to it.

### Two remedies

Canonical orthogonalization stays in double precision. It keeps the eigenvectors of $S$ with $\lambda_k>\tau$ and diagonalizes $H$ in the orthonormal directions $U_k/\sqrt{\lambda_k}$. The sum for $|c|^2$ is then bounded by $1/\tau$ for every state, and the directions in which both quadratic forms are below the noise are removed. The kept directions span a subspace, so in exact arithmetic the energy can only rise. With $\tau=10^{-10}$ at $N=120$, 59 directions survive and the energy is $7.20\times10^{-8}E_h$ above the 50-digit value. That is a little better than the first 60 functions, which lie $1.09\times10^{-7}E_h$ above it, and worse than the first 80. At this cut about two thirds of the gain from $N=60$ to $120$ is discarded. The cap $1/\tau=10^{10}$ is far from sharp: it exceeds even the uncut $|c|^2=3\times10^7$, and the ground state in the kept space has $|c|^2\approx18$. The loss belongs to this cut and not to the method: with $\tau=10^{-13}$, still in double precision, about 86 directions survive and the energy lies about $1.3\times10^{-8}E_h$ above the 50-digit value, a loss of roughly one eighth of the gain. A smaller $\tau$ keeps a larger subspace, so in exact arithmetic it can only lower the energy, at the price of a looser cap $1/\tau$.

Extended precision keeps everything. It is sufficient that the working precision exceed $-\log_{10}\lambda_{\min}$ by a margin, and also $\log_{10}(A/|E|)$ plus the number of digits wanted; the second count rests on a bound and overestimated the loss in the experiments above. Fifty digits leave a margin of 31 over the threshold of 19 and make $\epsilon A$ of order $10^{-40}E_h$. The margin matters for the contact densities too, since they are not stationary in $c$ and respond at first order to $\delta c$.

## The helium ground state at $N=120$

The energy is $E=-2.90372437\,E_h$. It is an upper bound for this Hamiltonian, and it fell by $9.69\times10^{-9}E_h$ in the last step of twenty functions, so the eighth decimal is still moving. In SI units, $-2.90372437\times4.359745\times10^{-18}\ \mathrm J=-1.265950\times10^{-17}$ J. Removing one electron leaves the hydrogen-like ion at $-\tfrac12Z^2E_h=-2E_h$, so the ionization energy of the model is $-2+2.90372437=0.90372437\,E_h$, or $24.5916$ eV. Nuclear motion, which is omitted, enters at a relative size of the order of the electron-to-nucleus mass ratio, $1.4\times10^{-4}$, and relativity is omitted too, so only $24.59$ eV bears on the real atom.

Three tests concern the state itself. At $N=40$, a quadrature of $\tfrac{\hbar^2}{2m}|\nabla\psi|^2+V\psi^2$ with Cartesian gradients gives $-2.9037234431\,E_h$, and direct integrals of $\psi^2$ on the coalescence lines give $1.8098469$ and $0.1066401\,a_0^{-3}$, all equal to the matrix results. The virial ratio at $N=120$ is $-\langle V\rangle/\langle T\rangle=2.000000025$. Scaling all lengths in $\psi$ by $1/\eta$ turns the energy into $\eta^2\langle T\rangle+\eta\langle V\rangle$, and stationarity at $\eta=1$ requires $2\langle T\rangle+\langle V\rangle=0$. No scale was optimized, so the ratio tests whether the basis can imitate a rescaling by itself. Finally the local energy $H\psi/\psi$, from finite differences at three generic points, is $-2.903580$, $-2.904109$ and $-2.903627\,E_h$, which differ from $E$ by $+1.4$, $-3.8$ and $+1.0$ in units of $10^{-4}E_h$.

These deviations are far larger than the changes in the energy, and the contact densities behave the same way. Let $\psi=\psi_0+\eta\chi$ with $\psi_0$ exact, $\chi$ normalized and orthogonal to it, and $\eta$ small. The norm is $1+\eta^2$. As in the Rayleigh quotient above, the energy error is $\eta^2\langle\chi|H-E_0|\chi\rangle$ at leading order. For another operator the cross terms survive: $\langle O\rangle-\langle O\rangle_0=2\eta\langle\psi_0|O|\chi\rangle+O(\eta^2)$. From $N=40$ to $120$ the energy changes by $3.2\times10^{-7}$ of itself, while $\langle\delta^3(\mathbf r_1)\rangle$ changes by $3.2\times10^{-4}$ and $\langle\delta^3(\mathbf r_{12})\rangle$ by $2.5\times10^{-3}$ of themselves. The square root of the first number, $5.7\times10^{-4}$, lies between the other two. This is only an order-of-magnitude comparison, since the factors multiplying $\eta^2$ and $\eta$ were not computed.

| $N$ | $\langle\delta^3(\mathbf r_1)\rangle a_0^3$ | $\langle\delta^3(\mathbf r_{12})\rangle a_0^3$ |
|---|---|---|
| 20 | 1.81278 | 0.106239 |
| 40 | 1.80985 | 0.106640 |
| 60 | 1.81031 | 0.106437 |
| 80 | 1.81039 | 0.106404 |
| 100 | 1.81040 | 0.106384 |
| 120 | 1.81042 | 0.106376 |

A linear error has no fixed sign, and neither column is monotonic: both reverse direction after $N=40$. The supported values are $1.8104\,a_0^{-3}$ and $0.106\,a_0^{-3}$. The second is still drifting downward: it fell by $2.8\times10^{-5}a_0^{-3}$ from $N=80$ to $120$, more than its distance from $0.10635\,a_0^{-3}$, so its fourth figure is not fixed. Dividing the $N=120$ values by $a_0^3=(5.291772\times10^{-11}\ \mathrm m)^3$ gives $1.2217\times10^{31}\ \mathrm{m^{-3}}$ and $7.18\times10^{29}\ \mathrm{m^{-3}}$. About seven settled decimals of energy have bought five and three figures of these two ingredients of the QED shift. More figures may be sought from optimized interval ends or from more functions, for instance further boxes with large exponents meant to resolve short distances; neither was tested here. By the padding argument each added function leaves $\lambda_{\min}$ lower or at best unchanged, and the double-precision run above lost the positivity of $S$ already at $N=84$.

The program that performs these tests and its printed output follow.

## Computed results

```
G000(1.3,2.1,0.7): Fourier 0.0525210084, closed 0.0525210084 a0^3
G111(3.5,2.25,-0.4): spherical 0.016729795, recurrence 0.016729795 a0^6
one function a=b=27/16, g=0: E = -2.84765625 Eh
pair (2.5,1.5,0.3), shift 1e-3: Var(r1) = 0.102288 a0^2
  1-s = 5.11260e-08, delta^2 Var/2 = 5.11442e-08
cluster N=4: measured power 2.0000, predicted 2
cluster N=5: measured power 4.0000, predicted 4
cluster N=10: measured power 4.0000, predicted 4
cluster N=11: measured power 6.0000, predicted 6
box a[1,3] b[1,4] g[-0.25,1] 1/a0; primes 2,3,5; sigma=-2.92 Eh; 50 digits
i=1: a=1.828427 b=3.196152 g=0.045085 1/a0
i=2: a=1.485281 b=1.588457 g=0.635255 1/a0
i=3: a=1.970563 b=2.176915 g=0.270510 1/a0
S12=0.9341173866  T12=4.4965293778 Eh  V12=-6.9186963057 Eh
quadrature: 0.9341173866  4.4965293778 Eh  -6.9186963057 Eh
N  E[Eh]  <delta(r1)>[a0^-3]  <delta(r12)>[a0^-3]  lam_min  kappa
20 -2.903622164605 1.8127829 0.1062388 4.33e-08 4.22e+08
40 -2.903723443072 1.8098469 0.1066401 7.17e-12 5.11e+12
60 -2.903724257495 1.8103104 0.1064366 4.98e-15 1.10e+16
80 -2.903724338663 1.8103912 0.1064040 1.41e-16 5.19e+17
100 -2.903724357220 1.8103995 0.1063840 5.61e-18 1.64e+19
120 -2.903724366912 1.8104248 0.1063759 5.85e-19 1.89e+20
double unit roundoff u = 1.11e-16
N  |c|^2  A[Eh]  u*A[Eh]  E_double-E[Eh]  S>0 in double
20 1.16e+02 4.24e+03 4.7e-13 2.3e-13 True
40 5.46e+02 4.08e+04 4.5e-12 2.6e-14 True
60 6.02e+03 3.71e+05 4.1e-11 -9.3e-12 True
80 5.02e+06 1.67e+08 1.9e-08 4.9e-09 True
100 3.20e+06 2.91e+08 3.2e-08 6.6e-10 False
120 3.07e+07 2.76e+09 3.1e-07 -7.1e-10 False
first nonpositive pivot of S in double at N = 84
N=40 quadrature: E=-2.9037234431 Eh, deltas 1.8098469 0.1066401 a0^-3
relative change N=40->120: E 3.2e-07, deltas 3.2e-04 2.5e-03
virial ratio -<V>/<T> = 2.000000025
local energy at (0.5 0 0 0 0.8 0.3) a0: -2.903580 Eh
local energy at (0.3 0.2 0 -1.2 0.4 0.5) a0: -2.904109 Eh
local energy at (0.9 0.1 0.4 0.6 0.7 -0.3) a0: -2.903627 Eh
N=120: d0=19, log10 kappa=20.3, log10(A/|E|)=9.0, |c|^2 lam_min=1.8e-11
S>0 after rounding to d digits: 15:0 16:0 17:0 18:1 19:1 20:1 21:1 22:1
d=24: dE solved -1.9342e-17, first order -1.9342e-17, bound 1.4e-14 Eh
d=27: dE solved -3.1199e-20, first order -3.1199e-20, bound 1.4e-17 Eh
canonical orth., cut 1e-10: kept 59, E-E(50 digits)=7.20e-08 Eh
Eh = 4.359744722e-18 J, a0 = 5.291772105e-11 m
E(120)-E(100) = -9.69e-09 Eh
E(120) = -2.9037243669 Eh = -1.26594970e-17 J
ionization energy = 0.903724367 Eh = 24.591593 eV
<delta(r1)> = 1.22174e+31 m^-3, <delta(r12)> = 7.17860e+29 m^-3
```
